# Car-Parrinello orbital frequencies from linearization about the ground state: a numerical check

```python
"""Small oscillations of Car-Parrinello orbitals about the ground state.

Lagrangian: mu*sum_i <dpsi_i/dt|dpsi_i/dt> - E[psi], orthonormal orbitals,
each doubly occupied, nuclei fixed, E a functional of the density.
Result under test, with psi_i = phi_i + sum_a (x_ai + i*y_ai) phi_a:
  phase modes (y):   omega^2 = 2*(e_a - e_i)/mu
  density modes (x): omega^2 = 2*eigenvalue(D + 4K)/mu
D = diagonal matrix of e_a - e_i (a empty, i occupied), K = matrix of the
Hartree-exchange-correlation kernel between the products phi_a*phi_i.
The gap fixes the lowest phase frequency, the plane-wave cutoff the highest.
Model: one-dimensional periodic cell, Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants

CELL = 10.0
GRID = 128
SPACING = CELL / GRID
G1 = 2 * np.pi / CELL
NOCC = 2
TILT = 0.1
FS = physical_constants["atomic unit of time"][0] * 1e15


class Model:
    """Plane-wave density-functional model, solved on construction."""

    def __init__(self, cutoff=20.0, well=0.5, repulsion=1.0, exchange=0.3):
        x = np.arange(GRID) * SPACING
        functions, kinetic = [np.ones(GRID) / np.sqrt(CELL)], [0.0]
        for m in range(1, int(np.sqrt(2 * cutoff) / G1) + 1):
            for wave in (np.cos, np.sin):
                functions.append(np.sqrt(2 / CELL) * wave(m * G1 * x))
                kinetic.append((m * G1) ** 2 / 2)
        self.basis = np.array(functions).T
        self.kinetic = np.array(kinetic)
        self.exchange = exchange
        self.external = (-well * np.cos(2 * G1 * x)
                         - TILT * np.cos(G1 * x - 0.5))
        q = 2 * np.pi * np.fft.fftfreq(GRID, SPACING)
        # Fourier transform of repulsion*exp(-|x|)
        self.coulomb = 2 * repulsion / (q ** 2 + 1)
        self.solve()

    def density(self, c):
        return 2 * np.sum(np.abs(self.basis @ c) ** 2, axis=1)

    def hartree(self, n):
        return np.fft.ifft(self.coulomb * np.fft.fft(n)).real

    def potential(self, n):
        return (self.external + self.hartree(n)
                - 4 / 3 * self.exchange * np.cbrt(n))

    def energy(self, c):
        n = self.density(c)
        local = n * (self.external + 0.5 * self.hartree(n)
                     - self.exchange * np.cbrt(n))
        return (2 * np.sum(self.kinetic[:, None] * np.abs(c) ** 2)
                + SPACING * np.sum(local))

    def apply_h(self, c):
        """Kohn-Sham Hamiltonian of the current orbitals acting on them."""
        psi = self.basis @ c
        v = self.potential(2 * np.sum(np.abs(psi) ** 2, axis=1))
        return (self.kinetic[:, None] * c
                + SPACING * (self.basis.T @ (v[:, None] * psi)))

    def solve(self):
        n = np.full(GRID, 2 * NOCC / CELL)
        for _ in range(3000):
            v = self.potential(n)
            h = (np.diag(self.kinetic)
                 + SPACING * self.basis.T @ (v[:, None] * self.basis))
            self.levels, vectors = np.linalg.eigh(h)
            new = self.density(vectors[:, :NOCC])
            change = np.max(np.abs(new - n))
            if change < 1e-11:
                break
            n = n + 0.3 * (new - n)
        else:
            raise RuntimeError("self-consistency not reached")
        self.n, self.v = n, v
        self.occ, self.virt = vectors[:, :NOCC], vectors[:, NOCC:]
        self.gap = self.levels[NOCC] - self.levels[NOCC - 1]
        self.differences = (self.levels[NOCC:, None]
                            - self.levels[None, :NOCC])
        self.span = self.levels[-1] - self.levels[0]

    def density_matrix_of_modes(self):
        """The matrix D + 4K from orbital products and the kernel."""
        occ, virt = self.basis @ self.occ, self.basis @ self.virt
        pairs = (virt[:, :, None] * occ[:, None, :]).reshape(GRID, -1)
        response = np.fft.ifft(self.coulomb[:, None]
                               * np.fft.fft(pairs, axis=0), axis=0).real
        local = -4 / 9 * self.exchange * self.n ** (-2 / 3)
        response = response + local[:, None] * pairs
        kernel = SPACING * pairs.T @ response
        return np.diag(self.differences.ravel()) + 4 * kernel


def curvature(model, h=5e-4):
    """Energy Hessian/4 over (x, y) by finite differences of the energy."""
    nv = model.virt.shape[1]
    size = nv * NOCC
    directions = []
    for factor in (1.0, 1.0j):
        for p in range(size):
            d = np.zeros(size, complex)
            d[p] = factor
            directions.append(model.virt @ d.reshape(nv, NOCC))

    def value(shift):
        return model.energy(np.linalg.qr(model.occ + shift)[0])

    result = np.zeros((2 * size, 2 * size))
    for p in range(2 * size):
        for q in range(p + 1):
            a, b = h * directions[p], h * directions[q]
            second = (value(a + b) - value(a - b)
                      - value(b - a) + value(-a - b)) / (4 * h * h)
            result[p, q] = result[q, p] = second / 4
    return result[:size, :size], result[size:, size:], result[:size, size:]


def orthonormal(c):
    u, _, vh = np.linalg.svd(c, full_matrices=False)
    return u @ vh


def constrain(trial, now):
    """Add now @ X, X Hermitian, so that the new orbitals are orthonormal."""
    one = np.eye(NOCC)
    a, b = trial.conj().T @ trial, now.conj().T @ trial
    x = (one - a) / 2
    for _ in range(200):
        new = (one - a + x @ (one - b) + (one - b.conj().T) @ x - x @ x) / 2
        done = np.max(np.abs(new - x)) < 1e-15
        x = new
        if done:
            break
    result = trial + now @ x
    error = np.max(np.abs(result.conj().T @ result - one))
    assert error < 1e-12, "orthonormality lost"
    return result


def propagate(model, start, dt, steps, mu, velocity=0.0):
    """Verlet trajectory of the full nonlinear Car-Parrinello equations."""
    first = start + dt * velocity - dt ** 2 / mu * model.apply_h(start)
    path = [start, constrain(first, start)]
    for _ in range(steps - 1):
        before, now = path[-2], path[-1]
        trial = 2 * now - before - 2 * dt ** 2 / mu * model.apply_h(now)
        path.append(constrain(trial, now))
    return path


def measured_frequency(model, mode, scale, mu):
    """Frequency from zero crossings; scale only sets step and run length."""
    dt = min(0.05 / scale, 0.5 / np.sqrt(2 * model.span / mu))
    steps = int(8 * np.pi / (scale * dt))
    start = orthonormal(model.occ + 1e-4 * model.virt @ mode)
    path = propagate(model, start, dt, steps, mu)
    s = np.array([np.vdot(mode, model.virt.T @ c).real for c in path])
    k = np.where(s[:-1] * s[1:] < 0)[0]
    times = dt * (k + s[k] / (s[k] - s[k + 1]))
    assert len(times) > 4
    return np.pi * (len(times) - 1) / (times[-1] - times[0])


def phase_mode(model, a, i):
    mode = np.zeros(model.differences.shape, complex)
    mode[a, i] = 1j
    return mode


def close(value, reference, rtol):
    return abs(value - reference) <= rtol * abs(reference)


MU = 400.0
# Verlet shifts a frequency by about (omega*dt)^2/24, here near 1e-4
DYN_TOL = 1e-3
main = Model()
e = main.levels
assert main.gap > 0.05 and main.n.min() > 0
shape = main.differences.shape

# Energy curvature by finite differences against the derived matrices
xx, yy, xy = curvature(main)
formula_x = main.density_matrix_of_modes()
formula_y = np.diag(main.differences.ravel())
error_x = np.max(np.abs(xx - formula_x))
error_y = np.max(np.abs(yy - formula_y))
error_xy = np.max(np.abs(xy))
assert error_x < 1e-3 and error_y < 1e-3 and error_xy < 1e-6
eig_x, vec_x = np.linalg.eigh(formula_x)
assert np.allclose(np.linalg.eigvalsh(xx), eig_x, rtol=1e-4, atol=0)
assert eig_x[0] > 0

# Frequencies from formulas and from nonlinear trajectories
low_phase = np.sqrt(2 * main.gap / MU)
high_phase = np.sqrt(2 * main.span / MU)
low_density, high_density = np.sqrt(2 * eig_x[[0, -1]] / MU)
mode_low = phase_mode(main, 0, NOCC - 1)
mode_high = phase_mode(main, -1, 0)
mode_density = vec_x[:, 0].reshape(shape)
mode_density_high = vec_x[:, -1].reshape(shape)
run_low = measured_frequency(main, mode_low, low_phase, MU)
run_high = measured_frequency(main, mode_high, high_phase, MU)
run_density = measured_frequency(main, mode_density, low_density, MU)
run_density_high = measured_frequency(main, mode_density_high,
                                      high_density, MU)
assert close(run_low, low_phase, DYN_TOL)
assert close(run_high, high_phase, DYN_TOL)
assert close(run_density, low_density, DYN_TOL)
assert close(run_density_high, high_density, DYN_TOL)
run_light = measured_frequency(main, mode_low, 2 * low_phase, MU / 4)
assert close(run_light / run_low, 2.0, DYN_TOL)

# Conserved energy: orbital kinetic energy mu*|dC/dt|^2 plus E
dt_energy = 0.05 / low_density
start = orthonormal(main.occ + 0.05 * main.virt @ mode_density)
path = np.array(propagate(main, start, dt_energy, 400, MU))
speed = (path[2:] - path[:-2]) / (2 * dt_energy)
fictitious = MU * np.sum(np.abs(speed) ** 2, axis=(1, 2))
total = fictitious + np.array([main.energy(c) for c in path[1:-1]])
energy_spread = np.ptp(total) / fictitious.max()
assert energy_spread < 5e-3

# Rotation among occupied orbitals meets no restoring force
rate, duration = 0.01, 300
turn = main.occ @ np.array([[0, -rate], [rate, 0]])
final = propagate(main, main.occ, 1.0, duration, MU, turn)[-1]
overlap = main.occ.T @ final
angle = np.arctan2(overlap[1, 0].real, overlap[0, 0].real)
rotation_energy = abs(main.energy(final) - main.energy(main.occ))
assert close(angle, rate * duration, 1e-3) and rotation_energy < 1e-9

# Verlet stability limit, approached from both sides
top = max(high_phase, high_density)
dt_limit = 2 / top
rng = np.random.default_rng(1)
noise = rng.normal(size=shape) + 1j * rng.normal(size=shape)
noise *= 1e-6 / np.linalg.norm(noise)
start = orthonormal(main.occ + main.virt @ noise)
growth = []
for factor, steps in ((0.98, 400), (1.02, 30)):
    path = propagate(main, start, factor * dt_limit, steps, MU)
    sizes = [np.linalg.norm(main.virt.T @ c) for c in path]
    growth.append(max(sizes) / sizes[0])
assert growth[0] < 1.5 and growth[1] > 100

# Sign of the kernel decides the direction of the density-mode shift
sign_rows = []
for name, repulsion, exchange, sign in (("repulsion only", 1.0, 0.0, 1),
                                        ("exchange only", 0.0, 0.3, -1)):
    m = Model(cutoff=5.0, repulsion=repulsion, exchange=exchange)
    bx, by, _ = curvature(m)
    ex, ey = np.linalg.eigvalsh(bx), np.linalg.eigvalsh(by)
    assert np.all(sign * (ex - ey) > -1e-4)
    assert sign * (ex[0] - ey[0]) > 1e-3
    sign_rows.append((name, ey[0], ex[0]))

# Well depth moves the gap and with it the lowest frequency
well_rows = []
for well in (0.5, 1.0, 2.0):
    m = Model(well=well)
    low = np.sqrt(2 * m.gap / MU)
    run = measured_frequency(m, phase_mode(m, 0, NOCC - 1), low, MU)
    assert close(run, low, DYN_TOL)
    well_rows.append((well, m.gap, run, np.sqrt(2 * m.span / MU)))
assert well_rows[-1][2] / well_rows[0][2] > 1.4
assert close(well_rows[-1][3], well_rows[0][3], 0.1)

# Cutoff moves the highest frequency and leaves the gap alone
cut_rows = []
for cutoff in (10.0, 20.0, 40.0, 80.0):
    m = Model(cutoff=cutoff)
    t_max = m.kinetic[-1]
    assert t_max <= m.span <= t_max + np.ptp(m.v)
    high = np.sqrt(2 * m.span / MU)
    run = measured_frequency(m, phase_mode(m, -1, 0), high, MU)
    assert close(run, high, DYN_TOL)
    cut_rows.append((cutoff, t_max, m.gap, run,
                     np.sqrt(2 * cutoff / MU), high / np.sqrt(2 * t_max / MU)))
excess = [row[5] - 1 for row in cut_rows]
assert all(a > b > 0 for a, b in zip(excess, excess[1:]))
assert np.ptp([row[2] for row in cut_rows]) < 1e-4

print("Hartree atomic units (a.u.) unless a unit is given")
print(f"cell length {CELL:.1f} bohr, electrons {2 * NOCC}")
print(f"fictitious mass mu {MU:.0f} a.u., basis functions {len(e)}")
print(f"largest kinetic energy in basis {main.kinetic[-1]:.4f} hartree")
print(f"orbital energies e1, e2 {e[0]:.5f} {e[1]:.5f} hartree")
print(f"orbital energies e3, e_top {e[2]:.5f} {e[-1]:.5f} hartree")
print(f"gap e3-e2 {main.gap:.5f} hartree")
print(f"span e_top-e1 {main.span:.5f} hartree")
print(f"lowest eigenvalue of D+4K {eig_x[0]:.5f} hartree")
print(f"highest eigenvalue of D+4K {eig_x[-1]:.5f} hartree")
print("frequencies in a.u.: formula, trajectory")
print(f"  lowest phase    {low_phase:.6f} {run_low:.6f}")
print(f"  lowest density  {low_density:.6f} {run_density:.6f}")
print(f"  highest phase   {high_phase:.6f} {run_high:.6f}")
print(f"  highest density {high_density:.6f} {run_density_high:.6f}")
print(f"density/phase ratio, lowest {low_density / low_phase:.4f}")
print(f"period, lowest phase {2 * np.pi / low_phase * FS:.4f} fs")
print(f"period, lowest density {2 * np.pi / low_density * FS:.4f} fs")
print(f"period, highest phase {2 * np.pi / high_phase * FS:.4f} fs")
print(f"highest/lowest phase ratio {high_phase / low_phase:.3f}")
print(f"trajectory frequency ratio, mu/4 to mu {run_light / run_low:.4f}")
print(f"Verlet limit {dt_limit:.4f} a.u. = {dt_limit * FS:.5f} fs")
print(f"growth at 0.98 of limit, 400 steps {growth[0]:.3f}")
print(f"growth at 1.02 of limit, 30 steps {growth[1]:.3e}")
print(f"Hessian/4 minus D+4K, largest {error_x:.1e} hartree")
print(f"Hessian/4 minus D, largest {error_y:.1e} hartree")
print(f"density-phase coupling, largest {error_xy:.1e} hartree")
print(f"total-energy spread / peak kinetic {energy_spread:.1e}")
print(f"free occupied rotation: angle {angle:.4f} rad")
print(f"  expected angle {rate * duration:.4f} rad")
print(f"  energy change {rotation_energy:.1e} hartree")
print("kernel sign, cutoff 5 hartree: lowest Hessian/4 (hartree)")
for name, phase, dens in sign_rows:
    print(f"  {name}: phase {phase:.5f}, density {dens:.5f}")
print("well (hartree), gap (hartree), lowest run, highest (a.u.)")
for row in well_rows:
    print("  %.1f  %.5f  %.6f  %.6f" % row)
print("cutoff, T_max, gap (hartree), highest run, sqrt(2Ecut/mu)")
print("  (a.u.), and highest / sqrt(2T_max/mu)")
for row in cut_rows:
    print("  %.0f  %.4f  %.5f  %.6f  %.6f  %.5f" % row)
print("every check passed")
```

Running it gives:

```
Hartree atomic units (a.u.) unless a unit is given
cell length 10.0 bohr, electrons 4
fictitious mass mu 400 a.u., basis functions 21
largest kinetic energy in basis 19.7392 hartree
orbital energies e1, e2 0.43175 0.58164 hartree
orbital energies e3, e_top 0.85326 20.26550 hartree
gap e3-e2 0.27162 hartree
span e_top-e1 19.83376 hartree
lowest eigenvalue of D+4K 0.34133 hartree
highest eigenvalue of D+4K 19.75853 hartree
frequencies in a.u.: formula, trajectory
  lowest phase    0.036853 0.036856
  lowest density  0.041311 0.041316
  highest phase   0.314911 0.314944
  highest density 0.314313 0.314346
density/phase ratio, lowest 1.1210
period, lowest phase 4.1241 fs
period, lowest density 3.6790 fs
period, highest phase 0.4826 fs
highest/lowest phase ratio 8.545
trajectory frequency ratio, mu/4 to mu 2.0000
Verlet limit 6.3510 a.u. = 0.15362 fs
growth at 0.98 of limit, 400 steps 1.000
growth at 1.02 of limit, 30 steps 1.124e+04
Hessian/4 minus D+4K, largest 2.0e-05 hartree
Hessian/4 minus D, largest 2.0e-05 hartree
density-phase coupling, largest 0.0e+00 hartree
total-energy spread / peak kinetic 6.3e-04
free occupied rotation: angle 3.0001 rad
  expected angle 3.0000 rad
  energy change 2.2e-15 hartree
kernel sign, cutoff 5 hartree: lowest Hessian/4 (hartree)
  repulsion only: phase 0.20852, density 0.30300
  exchange only: phase 0.54433, density 0.47390
well (hartree), gap (hartree), lowest run, highest (a.u.)
  0.5  0.27162  0.036856  0.314911
  1.0  0.62954  0.056110  0.316994
  2.0  1.21918  0.078085  0.322967
cutoff, T_max, gap (hartree), highest run, sqrt(2Ecut/mu)
  (a.u.), and highest / sqrt(2T_max/mu)
  10  9.6722  0.27162  0.221029  0.223607  1.00498
  20  19.7392  0.27162  0.314944  0.316228  1.00239
  40  38.6888  0.27162  0.440399  0.447214  1.00121
  80  78.9568  0.27162  0.628752  0.632456  1.00059
every check passed
```
